# Symmetric Positive Definite Radiosity Equations for Neutral Flux in Trenches: a program that tests the result

```python
"""
Result under test: diffuse radiosity B = E + R F B becomes symmetric positive
definite after weighting row i by area_i / reflectivity_i (area alone is not
enough when reflectivities differ):  M = diag(area/r) - K,  K = diag(area) F.

B: outgoing flux; E: source part of B; R = diag(r): reflectivities;
F[i,j]: fraction leaving patch i that next hits patch j; K: exchange areas.
The geometry is an infinitely long trench, so area means area per unit length.
All fluxes are relative to the flux entering the opening unless stated.
S is the symmetric scaled transport matrix sqrt(r/area) K sqrt(r/area).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

WIDTH, DEPTH, COLLAR = 100.0, 1000.0, 300.0        # nm
LOSS = np.array([0.05, 0.005, 0.2, 1.0])         # collar, lower wall, floor, exit
TEMPERATURE = 500.0                              # K
P_ATOM, P_GAS = 1.0, 50.0                         # mTorr
DIAMETER, SITES = 0.35, 5.0                       # nm, nm^-2; rough inputs
SPECULAR, LENGTH = 0.10, 1000.0                   # comparison cases; length in nm


def make_trench(refine):
    """Return segment starts, ends and zones; the opening is the last segment."""
    z = np.concatenate([np.linspace(0, COLLAR, 20 * refine + 1),
                        np.linspace(COLLAR, DEPTH, 35 * refine + 1)[1:]])
    x = np.linspace(0, WIDTH, 10 * refine + 1)
    left = np.column_stack([np.zeros_like(z), z])
    right = np.column_stack([np.full_like(z, WIDTH), z])
    floor = np.column_stack([x, np.full_like(x, DEPTH)])
    opening = np.array([[0.0, 0.0], [WIDTH, 0.0]])
    lines = [left, right, floor, opening]
    start = np.vstack([line[:-1] for line in lines])
    end = np.vstack([line[1:] for line in lines])
    wall_zone = np.where((z[:-1] + z[1:]) / 2 < COLLAR, 0, 1)
    zone = np.concatenate([wall_zone, wall_zone, np.full(len(x) - 1, 2), [3]])
    return start, end, zone


def crossed_strings(start, end):
    def distance(p, q):
        return np.linalg.norm(p[:, None] - q[None], axis=2)
    exchange = np.abs(distance(start, start) + distance(end, end)
                      - distance(start, end) - distance(end, start)) / 2
    np.fill_diagonal(exchange, 0.0)
    return exchange


def emission_fractions(start, end, order):
    """Average the cosine-law angular fraction over each emitting segment."""
    nodes, weights = np.polynomial.legendre.leggauss(order)
    tangent = (end - start) / np.linalg.norm(end - start, axis=1)[:, None]
    fractions = np.zeros((len(start), len(start)))
    for node, weight in zip(nodes, weights):
        point = start + (end - start) * (node + 1) / 2

        def sine(target):
            ray = target[None] - point[:, None]
            return (np.einsum("ijk,ik->ij", ray, tangent)
                    / np.linalg.norm(ray, axis=2))
        fractions += weight / 2 * np.abs(sine(end) - sine(start)) / 2
    np.fill_diagonal(fractions, 0.0)
    return fractions


def scaled_transport(exchange, area, reflectivity):
    scale = np.sqrt(reflectivity / area)
    return scale[:, None] * exchange * scale[None]


def solve_scaled(exchange, area, reflectivity, direct):
    """Solve the symmetric scaled system; zero reflectivity is allowed."""
    matrix = np.eye(len(area)) - scaled_transport(exchange, area, reflectivity)
    y = np.linalg.solve(matrix, np.sqrt(area * reflectivity) * direct)
    return np.sqrt(reflectivity / area) * y


def conjugate_gradients(matrix, rhs, diagonal, steps):
    x = np.zeros_like(rhs)
    residual = rhs.copy()
    z = residual / diagonal
    search = z.copy()
    rho = residual @ z
    history = [x.copy()]
    for _ in range(steps):
        image = matrix @ search
        alpha = rho / (search @ image)
        x = x + alpha * search
        residual = residual - alpha * image
        history.append(x.copy())
        if np.linalg.norm(residual) < 1e-13 * np.linalg.norm(rhs):
            break
        z = residual / diagonal
        new_rho = residual @ z
        search = z + new_rho / rho * search
        rho = new_rho
    return history


def diffuse_direction(rng, axis, sign):
    count = len(axis)
    row = np.arange(count)
    u = rng.random(count)
    angle = 2 * np.pi * rng.random(count)
    direction = np.empty((count, 3))
    direction[row, axis] = sign * np.sqrt(1 - u)
    direction[row, (axis + 1) % 3] = np.sqrt(u) * np.cos(angle)
    direction[row, (axis + 2) % 3] = np.sqrt(u) * np.sin(angle)
    return direction


def trace_particles(count, length, specular, seed):
    """Trace in three dimensions; return zone fractions and mean path in nm."""
    rng = np.random.default_rng(seed)
    finite = np.isfinite(length)
    size = np.array([WIDTH, length, DEPTH])
    position = np.zeros((count, 3))
    position[:, 0] = WIDTH * rng.random(count)
    if finite:
        position[:, 1] = length * rng.random(count)
    direction = diffuse_direction(rng, np.full(count, 2), np.ones(count))
    tally, path = np.zeros(4), 0.0
    while len(position):
        row = np.arange(len(position))
        plane = np.where(direction > 0, size, 0.0)
        distance = (plane - position) / direction
        if not finite:
            distance[:, 1] = np.inf
        axis = distance.argmin(axis=1)
        step = distance[row, axis]
        path += step.sum()
        position = position + step[:, None] * direction
        position[row, axis] = plane[row, axis]
        sign = np.sign(direction[row, axis])
        wall = np.where(position[:, 2] < COLLAR, 0, 1)
        zone = np.where(axis == 2, np.where(sign > 0, 2, 3), wall)
        lost = rng.random(len(row)) < LOSS[zone]
        tally += np.bincount(zone[lost], minlength=4)
        keep = ~lost
        position, axis, sign = position[keep], axis[keep], sign[keep]
        mirror = direction[keep]
        mirror[np.arange(len(axis)), axis] *= -1
        diffuse = diffuse_direction(rng, axis, -sign)
        choose = rng.random(len(axis)) < specular
        direction = np.where(choose[:, None], mirror, diffuse)
    return tally / count, path / count


def fate(exchange_full, area_full, zone_full, loss_by_zone):
    """Fractions lost on collar, lower wall and floor, and fraction escaping."""
    k, area, zone = exchange_full[:-1, :-1], area_full[:-1], zone_full[:-1]
    r = 1 - loss_by_zone[zone]
    direct = exchange_full[:-1, -1] / area
    outgoing = solve_scaled(k, area, r, direct)
    incident = direct + k @ outgoing / area
    lost = area * (1 - r) * incident / WIDTH
    result = [lost[zone == part].sum() for part in range(3)]
    return np.array(result + [exchange_full[-1, :-1] @ outgoing / WIDTH])


# Geometry and reciprocity, with fractions computed from emission angles.
# The wide opening beside narrow wall patches needs many quadrature points.
start, end, zone_full = make_trench(1)
area_full = np.linalg.norm(end - start, axis=1)
K_full = crossed_strings(start, end)
F_full = emission_fractions(start, end, 48)
K_angular = area_full[:, None] * F_full
K_coarse = area_full[:, None] * emission_fractions(start, end, 16)
coarse_error = np.abs(K_coarse - K_full).max() / K_full.max()
reciprocity_error = np.abs(K_angular - K_angular.T).max() / K_full.max()
string_error = np.abs(K_angular - K_full).max() / K_full.max()
closure_error = np.abs(F_full.sum(axis=1) - 1).max()
assert max(reciprocity_error, string_error, closure_error) < 1e-9
K_mid = area_full[:, None] * emission_fractions(start, end, 1)
inner = K_mid[:-1, :-1]
midpoint_defect = np.abs(inner - inner.T).max() / K_full[:-1, :-1].max()
assert midpoint_defect > 1e-3

# Symmetry and the positive energy.
area, zone = area_full[:-1], zone_full[:-1]
K, F, to_open = K_full[:-1, :-1], F_full[:-1, :-1], K_full[:-1, -1]
r = 1 - LOSS[zone]
direct = F_full[:-1, -1]
n = len(area)
M = np.diag(area / r) - K
area_only = np.diag(area) - r[:, None] * K
area_only_defect = np.abs(area_only - area_only.T).max() / K.max()
weighted = (area / r)[:, None] * (np.eye(n) - r[:, None] * F)
weighted_defect = np.abs(weighted - weighted.T).max() / K.max()
assert area_only_defect > 0.01 and weighted_defect < 1e-9
trial = np.random.default_rng(4).normal(size=n)
energy = trial @ weighted @ trial
energy_sum = (np.sum(area * (1 / r - 1) * trial**2) + np.sum(to_open * trial**2)
              + np.sum(K * (trial[:, None] - trial[None])**2) / 2)
assert abs(energy / energy_sum - 1) < 1e-9
assert np.linalg.eigvalsh(M)[0] > 0

# Spectrum and limiting reflectivities.
eig = np.linalg.eigvalsh(np.eye(n) - scaled_transport(K, area, r))
assert eig[0] >= 1 - r.max() - 1e-12 and eig[-1] <= 1 + r.max() + 1e-12
kappa = eig[-1] / eig[0]
kappa_bound = (1 + r.max()) / (1 - r.max())
assert kappa <= kappa_bound
open_eig = np.linalg.eigvalsh(np.eye(n) - scaled_transport(K, area, np.ones(n)))[0]
sealed = np.diag(area_full) - K_full
sealed_eig = np.linalg.eigvalsh(sealed)[0]
assert open_eig > 1e-5 and abs(sealed_eig) < 1e-10
assert np.abs(sealed @ np.ones(n + 1)).max() < 1e-10
black_floor = np.where(zone == 2, 0.0, r)
black_reference = np.linalg.solve(np.eye(n) - black_floor[:, None] * F,
                                  black_floor * direct)
black_scaled = solve_scaled(K, area, black_floor, direct)
assert np.allclose(black_scaled, black_reference, rtol=1e-8, atol=1e-11)

# Conjugate gradients against the original unsymmetric equations.
reference = np.linalg.solve(np.eye(n) - r[:, None] * F, r * direct)
history = conjugate_gradients(M, area * direct, area / r, n)


def energy_error(x):
    difference = x - reference
    return np.sqrt(max(difference @ M @ difference, 0.0)
                   / (reference @ M @ reference))


errors = np.array([energy_error(x) for x in history])
rate = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
bound = 2 * rate ** np.arange(len(errors))
assert np.all(errors <= bound * (1 + 1e-8) + 1e-10)
assert errors[-1] < 1e-9
cg_steps = int(np.flatnonzero(errors < 1e-8)[0])
bound_steps = int(np.ceil(np.log(2e8) / -np.log(rate)))
bounce, bounce_steps = np.zeros(n), 0
while energy_error(bounce) >= 1e-8 and bounce_steps < 20000:
    bounce = r * (direct + F @ bounce)
    bounce_steps += 1
assert energy_error(bounce) < 1e-8 and cg_steps < bounce_steps
wrong = conjugate_gradients(area_only, area * r * direct, area, cg_steps)[-1]
wrong_error = energy_error(wrong)
assert wrong_error > 100 * errors[cg_steps]

# Particle balance, mesh change and three-dimensional particle tracing.
outgoing = history[-1]
incident = outgoing / r
lost = area * (1 - r) * incident / WIDTH
fractions = np.array([lost[zone == part].sum() for part in range(3)]
                     + [to_open @ outgoing / WIDTH])
balance_error = abs(fractions.sum() - 1)
assert balance_error < 1e-9
start2, end2, zone2 = make_trench(2)
area2 = np.linalg.norm(end2 - start2, axis=1)
fine = fate(crossed_strings(start2, end2), area2, zone2, LOSS)
mesh_change = np.abs(fine - fractions)
traced, mean_path = trace_particles(200000, np.inf, 0.0, 11)
traced_error = np.sqrt(traced * (1 - traced) / 200000)
assert np.all(np.abs(traced - fine) < 5 * traced_error + mesh_change)
mirror_case, _ = trace_particles(100000, np.inf, SPECULAR, 12)
finite_case, _ = trace_particles(100000, LENGTH, 0.0, 13)
mirror_error = np.sqrt(mirror_case[2] * (1 - mirror_case[2]) / 100000)
finite_error = np.sqrt(finite_case[2] * (1 - finite_case[2]) / 100000)
double_loss = fate(K_full, area_full, zone_full, LOSS * np.array([2, 2, 1, 1]))

# Gas scales in SI, converted for printing.
mass = 15.999 * const.atomic_mass
thermal = const.k * TEMPERATURE
pascal = const.torr * 1e-3
flux = P_ATOM * pascal / np.sqrt(2 * np.pi * mass * thermal)
one_way = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
flux_integral = P_ATOM * pascal / thermal * np.sqrt(thermal / mass) * one_way
assert abs(flux / flux_integral - 1) < 1e-8
speed = np.sqrt(8 * thermal / (np.pi * mass))
inverse_speed = quad(lambda v: v**2 * np.exp(-v * v / 2) / 2, 0, np.inf)[0]
assert abs(inverse_speed * np.sqrt(mass / thermal) * speed - 1) < 1e-8
free_path = thermal / (P_GAS * pascal * np.pi * (DIAMETER * 1e-9)**2 * np.sqrt(1.5))
residence = mean_path * 1e-9 / speed
site_time = SITES / np.max((1 - r) * incident * flux * 1e-18)
floor_incident = np.average(incident[zone == 2], weights=area[zone == 2])
assert free_path > 100 * mean_path * 1e-9 and site_time > 1000 * residence

print(f"Trench width, depth, collar depth: {WIDTH:.0f}, {DEPTH:.0f}, {COLLAR:.0f} nm")
print(f"Loss probability collar, lower wall, floor: {LOSS[0]}, {LOSS[1]}, {LOSS[2]}")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Pressure of O and of O2: {P_ATOM:.0f}, {P_GAS:.0f} mTorr")
print(f"Rough collision diameter: {DIAMETER} nm; site density: {SITES} nm^-2")
print(f"Number of patches: {n}")
print(f"Patch widths collar, lower, floor: {area[0]:.0f}, {area[30]:.0f}, {area[-1]:.0f} nm")
print(f"Reciprocity error, angular integration: {reciprocity_error:.1e}")
print(f"Crossed-string error: {string_error:.1e}; closure error: {closure_error:.1e}")
print(f"Crossed-string error with only 16 angular points: {coarse_error:.1e}")
print(f"Midpoint reciprocity defect / largest K: {midpoint_defect:.3f}")
print(f"Area-only symmetry defect / largest K: {area_only_defect:.3f}")
print(f"Area/reflectivity symmetry defect / largest K: {weighted_defect:.1e}")
print(f"Trial energy, matrix and sum of squares: {energy:.6f}, {energy_sum:.6f} nm")
print(f"Scaled eigenvalues, smallest and largest: {eig[0]:.5f}, {eig[-1]:.5f}")
print(f"Condition number and its bound: {kappa:.2f}, {kappa_bound:.2f}")
print(f"Smallest scaled eigenvalue, open trench with r=1: {open_eig:.5f}")
print(f"Smallest eigenvalue, sealed trench with r=1: {sealed_eig:.1e} nm")
print(f"CG steps to energy error 1e-8: {cg_steps}; guaranteed by: {bound_steps}")
print(f"Bounce iterations to energy error 1e-8: {bounce_steps}")
print(f"CG energy error at that step: {errors[cg_steps]:.2e}")
print(f"Area-only CG energy error at that step: {wrong_error:.2e}")
for index in (0, 19, 20, 37, 54):
    center = (start[index, 1] + end[index, 1]) / 2
    print(f"Relative incident flux on wall at {center:.1f} nm: {incident[index]:.4f}")
print(f"Relative incident flux on floor, mean: {floor_incident:.4f}")
for label, a, b, c, d in zip(("collar loss", "lower-wall loss", "floor loss", "escape"),
                             fractions, fine, traced, traced_error):
    print(f"Fraction {label}: CG {a:.5f}, fine {b:.5f}, traced {c:.5f} +/- {d:.5f}")
print(f"Particle balance error: {balance_error:.1e}")
print(f"Entering O flux: {flux * 1e-18:.1f} nm^-2 s^-1")
print(f"Floor incident O flux: {floor_incident * flux * 1e-18:.1f} nm^-2 s^-1")
print(f"Floor incident O flux, converted: {floor_incident * flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Mean thermal speed of O: {speed:.1f} m/s")
print(f"Gas mean free path: {free_path * 1e9:.3e} nm")
print(f"Mean total path in trench: {mean_path:.0f} nm")
print(f"Path / free path (rough collision chance): {mean_path * 1e-9 / free_path:.1e}")
print(f"Mean residence time: {residence * 1e9:.2f} ns")
print(f"Shortest site-consumption time: {site_time * 1e3:.2f} ms")
print(f"Floor loss with {SPECULAR:.0%} specular: {mirror_case[2]:.5f} +/- {mirror_error:.5f}")
print(f"Floor loss, trench length {LENGTH:.0f} nm: {finite_case[2]:.5f} +/- {finite_error:.5f}")
print(f"Floor loss with doubled wall loss: {double_loss[2]:.5f}")
print(f"Relative changes of floor loss: specular {mirror_case[2] / traced[2] - 1:+.3f}, "
      f"length {finite_case[2] / traced[2] - 1:+.3f}, "
      f"doubled wall loss {double_loss[2] / fractions[2] - 1:+.3f}")
print("success")
```

It prints:

```
Trench width, depth, collar depth: 100, 1000, 300 nm
Loss probability collar, lower wall, floor: 0.05, 0.005, 0.2
Temperature: 500 K
Pressure of O and of O2: 1, 50 mTorr
Rough collision diameter: 0.35 nm; site density: 5.0 nm^-2
Number of patches: 120
Patch widths collar, lower, floor: 15, 20, 10 nm
Reciprocity error, angular integration: 1.1e-14
Crossed-string error: 1.9e-14; closure error: 3.3e-16
Crossed-string error with only 16 angular points: 9.2e-09
Midpoint reciprocity defect / largest K: 0.225
Area-only symmetry defect / largest K: 0.195
Area/reflectivity symmetry defect / largest K: 2.9e-15
Trial energy, matrix and sum of squares: 2107.878775, 2107.878775 nm
Scaled eigenvalues, smallest and largest: 0.04437, 1.92606
Condition number and its bound: 43.41, 399.00
Smallest scaled eigenvalue, open trench with r=1: 0.02398
Smallest eigenvalue, sealed trench with r=1: -7.6e-14 nm
CG steps to energy error 1e-8: 16; guaranteed by: 63
Bounce iterations to energy error 1e-8: 393
CG energy error at that step: 1.04e-09
Area-only CG energy error at that step: 1.85e-05
Relative incident flux on wall at 7.5 nm: 0.8420
Relative incident flux on wall at 292.5 nm: 0.5801
Relative incident flux on wall at 310.0 nm: 0.5754
Relative incident flux on wall at 650.0 nm: 0.4850
Relative incident flux on wall at 990.0 nm: 0.3900
Relative incident flux on floor, mean: 0.4517
Fraction collar loss: CG 0.20352, fine 0.20349, traced 0.20355 +/- 0.00090
Fraction lower-wall loss: CG 0.03393, fine 0.03392, traced 0.03459 +/- 0.00041
Fraction floor loss: CG 0.09034, fine 0.09027, traced 0.08887 +/- 0.00064
Fraction escape: CG 0.67221, fine 0.67232, traced 0.67299 +/- 0.00105
Particle balance error: 2.1e-14
Entering O flux: 3927.5 nm^-2 s^-1
Floor incident O flux: 1774.0 nm^-2 s^-1
Floor incident O flux, converted: 1.774e+17 cm^-2 s^-1
Mean thermal speed of O: 813.4 m/s
Gas mean free path: 2.197e+06 nm
Mean total path in trench: 2180 nm
Path / free path (rough collision chance): 9.9e-04
Mean residence time: 2.68 ns
Shortest site-consumption time: 14.01 ms
Floor loss with 10% specular: 0.09576 +/- 0.00093
Floor loss, trench length 1000 nm: 0.07965 +/- 0.00086
Floor loss with doubled wall loss: 0.07180
Relative changes of floor loss: specular +0.078, length -0.104, doubled wall loss -0.205
success
```
